# Preisach Density from First-Order Reversal Curves: Two Derivations

## The result and its conventions

Take a ferroelectric capacitor, saturate it with a large positive field, lower the field to a reversal value $E_r$, and raise it again to $E>E_r$. The charge density recorded on the rising branch is $P(E_r,E)$. If the film behaves as a collection of independent hysterons with outputs $+1$ and $-1$, their density is

$$
\mu(\alpha,\beta)=-\frac12\left.\frac{\partial^2P(E_r,E)}{\partial E_r\,\partial E}\right|_{E=\alpha,\;E_r=\beta},\qquad \alpha>\beta. \tag{1}
$$

A hysteron is a two-state switch. It goes to $+1$ when the rising field reaches $\alpha$, to $-1$ when the falling field reaches $\beta<\alpha$, and otherwise keeps its state. The density $\mu$ is polarization weight per $d\alpha\,d\beta$, normalized so that

$$
\iint_{\alpha>\beta}\mu\,d\alpha\,d\beta=P_s ,
$$

where $P_s$ is the switchable polarization at saturation. Both the one-half and the minus sign depend on these conventions.

## First derivation: following the hysterons

**Assumptions.** The hysterons are independent and all see the applied field. They switch without delay, and $\mu$ does not change from one branch to the next, so wake-up, fatigue and creep are absent during the measurement. The starting field saturates every hysteron that takes part. A non-hysteretic background $f(E)$ may be present:

$$
P=\iint_{\alpha>\beta}\mu(\alpha,\beta)\,s_{\alpha\beta}\,d\alpha\,d\beta+f(E),\qquad s_{\alpha\beta}=\pm1 .
$$

**The states.** At positive saturation every $s$ is $+1$. Lowering the field to $E_r$ switches down the hysterons whose $\beta$ has been passed, those with $\beta>E_r$. Raising it to $E$ switches back up those with $\alpha<E$. A hysteron is therefore down at the end if both $\beta>E_r$ and $\alpha>E$. With the unit step $\Theta$,

$$
s_{\alpha\beta}(E_r,E)=1-2\,\Theta(\beta-E_r)\,\Theta(\alpha-E). \tag{2}
$$

The 2 is the distance between the outputs $+1$ and $-1$. Inserting (2) in the sum gives

$$
P(E_r,E)=P_s+f(E)-2\int_E^\infty d\alpha\int_{E_r}^{\alpha}d\beta\,\mu(\alpha,\beta). \tag{3}
$$

**The derivatives.** In (3), $E$ enters the integral only as the lower limit of the $\alpha$ integration. Differentiating with respect to a lower limit gives minus the integrand there, and this minus sign cancels the one in front:

$$
\frac{\partial P}{\partial E}=f'(E)+2\int_{E_r}^{E}\mu(E,\beta)\,d\beta. \tag{4}
$$

The integral counts the hysterons switching up at $E$: they have $\alpha=E$ and were switched down earlier because $\beta>E_r$. Now $E_r$ is a lower limit, and $f'(E)$ does not contain it, so

$$
\frac{\partial^2P}{\partial E_r\,\partial E}=-2\,\mu(E,E_r).
$$

Division by $-2$ gives (1). The minus sign has a direct meaning: a higher reversal field leaves fewer hysterons down, so fewer remain to switch up at $E$.

**Reading it as a current.** At a constant ramp rate $r_0=dE/dt$ the current density is $j=r_0\,\partial P/\partial E$, hence

$$
\mu(E,E_r)=-\frac{1}{2r_0}\frac{\partial j}{\partial E_r}\bigg|_E .
$$

A leakage current that depends on the instantaneous field alone is the same for all branches at given $E$ and drops out. Leakage that depends on time or on the polarization state does not.

### The finite form

Measured curves come in steps. Choose $E_1<E_2$ and $R_1<R_2\le E_1$, and form

$$
\Delta=P(R_2,E_2)-P(R_2,E_1)-P(R_1,E_2)+P(R_1,E_1).
$$

For a single hysteron, the constant in (2) cancels and the product of steps factorizes:

$$
\Delta s=-2\,[\Theta(\beta-R_2)-\Theta(\beta-R_1)]\,[\Theta(\alpha-E_2)-\Theta(\alpha-E_1)].
$$

Each bracket is $-1$ if the threshold lies between its two fields and $0$ otherwise. Thus $\Delta s=-2$ for a hysteron inside the rectangle and $0$ outside. Summing over hysterons,

$$
\int_{E_1}^{E_2}d\alpha\int_{R_1}^{R_2}d\beta\,\mu=-\tfrac12\Delta . \tag{5}
$$

This needs no smoothness. If all hysterons share one pair $(\alpha_0,\beta_0)$, the density is a point mass and (1) has no ordinary value there, but (5) still returns the full weight $P_s$ for any rectangle around the point.

For a smooth density and a square of side $h$, (5) divided by $h^2$ is a cell average. Expand $\mu$ about the centre. The linear and cross terms average to zero, and the mean square displacement along each axis is $h^2/12$, so

$$
\frac{-\Delta/2}{h^2}=\mu+\frac{h^2}{24}\left(\frac{\partial^2\mu}{\partial\alpha^2}+\frac{\partial^2\mu}{\partial\beta^2}\right)+O(h^4). \tag{6}
$$

Noise pulls the other way. If the four readings have independent errors of standard deviation $\sigma_P$, the error of $\Delta$ is $2\sigma_P$ and that of the estimated density is $\sigma_P/h^2$. Halving the step reduces the averaging error fourfold and increases the noise fourfold.

### Coercive and bias fields: where the half can vanish

It is often convenient to use the coercive field $E_c=(\alpha-\beta)/2$ and the bias field $E_b=(\alpha+\beta)/2$ of a hysteron. Then $\alpha=E_b+E_c$ and $\beta=E_b-E_c$, and the Jacobian determinant has magnitude 2:

$$
d\alpha\,d\beta=2\,dE_c\,dE_b .
$$

Equal weight in equal regions requires $\rho\,dE_c\,dE_b=\mu\,d\alpha\,d\beta$, so

$$
\rho(E_c,E_b)=2\mu=-\frac{\partial^2P}{\partial E_r\,\partial E}.
$$

The one-half is absent from this density although the outputs are still $\pm1$. It is also absent if the outputs are called 0 and 1, because the weights must then be doubled to produce the same polarization step, and their total is $2P_s$. A quoted density needs both its output convention and its area element.

### Numbers for a model capacitor

Take $P_s=20\ \mu\mathrm{C/cm^2}$ and independent Gaussian distributions of $E_c$ (mean 1.0, width $\sigma_c=0.20$ MV/cm) and $E_b$ (mean 0.1, width $\sigma_b=0.15$ MV/cm). These are round model parameters. A linear background with relative permittivity 30 adds a slope of 2.656 $\mu\mathrm{C/cm^2}$ per MV/cm. The reversal curves were obtained by switching 158840 hysterons one by one according to their thresholds.

The density is largest at $\alpha=1.10$, $\beta=-0.90$ MV/cm. There

$$
\rho=\frac{P_s}{2\pi\sigma_c\sigma_b}=\frac{20}{2\pi(0.20)(0.15)}=106.1,\qquad \mu=\frac{\rho}{2}=53.05,
$$

both in $\mu\mathrm{C/cm^2}$ per $(\mathrm{MV/cm})^2$; cutting the Gaussian at $E_c=0$, five widths from its mean, has no visible effect. The four polarizations around this point, with $h=0.10$ MV/cm, give

$$
\Delta=17.6983-14.7852-15.0508+11.0918=-1.0459\ \mu\mathrm{C/cm^2}.
$$

The cell therefore holds $0.5230\ \mu\mathrm{C/cm^2}$, against $0.5229$ from direct integration of the density, and the estimate is $\mu\approx0.5230/0.10^2=52.30$. This lies 1.43 % below the central value. Equation (6) accounts for the deficit: at the maximum each second derivative equals $-\tfrac14(\sigma_c^{-2}+\sigma_b^{-2})\mu$, so the relative shift is

$$
-\frac{h^2}{48}\left(\frac1{\sigma_c^2}+\frac1{\sigma_b^2}\right)=-\frac{0.01}{48}(25+44.4)=-1.45\ \%.
$$

The same difference can be read as a change of current. At a ramp of 1 MV/cm per ms, the mean current density between 1.05 and 1.15 MV/cm is 39.59 mA/cm² for reversal at $-0.95$ MV/cm and 29.13 mA/cm² for reversal at $-0.85$ MV/cm. Raising the reversal field by 0.10 MV/cm has removed 10.46 mA/cm² of switching current.

Summed over the whole map, the cells give $20.0000\ \mu\mathrm{C/cm^2}$, which is $P_s$; omitting the half would give 40. The background has left no trace in this sum. The recovered means are 1.0000 and 0.1000 MV/cm, and the widths are 0.2010 and 0.1514 MV/cm. The slight broadening comes from assigning each cell's weight to its centre. For a density smooth on the scale of a cell this adds a variance $h^2/12$ to $\alpha$ and to $\beta$, hence $\tfrac14(h^2/12+h^2/12)=h^2/24$ to $E_c$ and to $E_b$. For the coercive field, $\sqrt{0.0400+0.0004}=0.201$ MV/cm.

## Second derivation: from closed loops

The second route does not start from hysterons. It starts from two properties of the measured hysteresis.

1. **Return-point memory.** If the field leaves an extreme value, makes an excursion and comes back to that extreme, the system returns to the state it had there, and the excursion is forgotten.
2. **Congruency.** All minor loops between the same two fields $b<a$ have the same height, whatever happened before. Call it $H(a,b)$.

The response is also taken to be independent of the sweep rate, and $H$ to be smooth, with $H(b,b)=0$.

**Reversal curves in terms of loop heights.** Let $D(E_r)$ be the polarization on the descending branch from positive saturation. Rising from $E_r$ to $E$ traces one side of a loop, which would close if the field went back to $E_r$. Hence

$$
P(E_r,E)=D(E_r)+H(E,E_r). \tag{7}
$$

Since $D$ does not depend on $E$,

$$
\frac{\partial^2P}{\partial E_r\,\partial E}=\left.\frac{\partial^2H(a,b)}{\partial a\,\partial b}\right|_{a=E,\;b=E_r}. \tag{8}
$$

**What weights reproduce the loops?** A hysteron of weight $w$ contributes to the loop between $b$ and $a$ if it switches at both ends of its own cycle within the loop, that is if $b<\beta<\alpha<a$. It then goes from $-w$ to $+w$ and adds $2w$ to the height. Allowing a reversible part $f$, one needs

$$
H(a,b)=f(a)-f(b)+2\int_b^a d\alpha\int_b^\alpha d\beta\,\mu(\alpha,\beta). \tag{9}
$$

Differentiate (9) with respect to $a$, the upper limit of the outer integral, and then with respect to $b$:

$$
\frac{\partial H}{\partial a}=f'(a)+2\int_b^a\mu(a,\beta)\,d\beta,\qquad
\frac{\partial^2H}{\partial a\,\partial b}=-2\mu(a,b).
$$

With (8) this is again (1). So if a representation of the form (9) exists, its density is fixed.

**The representation exists.** Define $\mu=-\tfrac12H_{ab}$ from the data, subscripts denoting partial derivatives, and evaluate the double integral:

$$
2\int_b^a d\alpha\int_b^\alpha d\beta\,\mu
=-\int_b^a d\alpha\,\big[H_a(\alpha,\alpha)-H_a(\alpha,b)\big].
$$

The second term integrates to $H(a,b)-H(b,b)=H(a,b)$. Therefore

$$
H(a,b)=\int_b^aH_a(\alpha,\alpha)\,d\alpha+2\int_b^a d\alpha\int_b^\alpha d\beta\,\mu ,
$$

which is (9) with $f'(\alpha)=H_a(\alpha,\alpha)$. The reversible slope is thus the slope of a rising branch immediately after reversal, before any hysteron has had the chance to switch back.

**Any history follows.** Suppose the field has started from positive saturation at $M_0$ and the extremes still remembered are $m_1,M_1,m_2,\dots$, alternately minima and maxima. Each leg between neighbouring extremes is one side of a loop that could be closed, so

$$
P=P(M_0)-H(M_0,m_1)+H(M_1,m_1)-H(M_1,m_2)+\dots
$$

A hysteron ensemble obeys the same two properties and, by (9), has the same $H$. With the constant $P(M_0)$ matched, it reproduces the polarization for every such history, although the density was obtained from first-order curves alone.

**The opposite protocol.** Start from negative saturation, rise to $E_r$ on the ascending branch $U(E_r)$, and descend to $E<E_r$. The loop height is now subtracted:

$$
P(E_r,E)=U(E_r)-H(E_r,E),\qquad
\mu(\alpha=E_r,\,\beta=E)=+\frac12\frac{\partial^2P}{\partial E_r\,\partial E}.
$$

The sign changes and the half stays. In the model capacitor the four-corner difference for the same cell is $+1.0459$ instead of $-1.0459\ \mu\mathrm{C/cm^2}$.

**Numbers.** For loops between $-0.75$ and $1.15$ MV/cm the first-order curve gives a height of $12.847\ \mu\mathrm{C/cm^2}$. The same height is found after negative saturation and on a second-order reversal. The background supplies $2.656\times1.90=5.05$ of it, so the triangle in (9) holds a weight of $(12.85-5.05)/2=3.90\ \mu\mathrm{C/cm^2}$. Direct integration of the density gives the same loop height to within $0.001\ \mu\mathrm{C/cm^2}$.

## What each derivation assumes

The first derivation assumes a microscopic picture and deduces the curves. Given that picture, $\mu$ is the true distribution of switching thresholds and cannot be negative. It tolerates any additive term $f(E)+g(E_r)$ in the recorded charge, including the integrated charge of field-dependent leakage at fixed ramp speed, even though such leakage generally keeps loops from closing (a cycle closes only if the leakage current integrates to zero between its limits, as an odd $j(E)$ does between symmetric limits).

The second derivation assumes closed, congruent loops and deduces that a hysteron description is possible. It says nothing about what the hysterons are, and it does not guarantee $\mu\ge0$. A region of negative $\mu$ beyond the noise shows that the assumptions of the first derivation are not all met, even if the loops are congruent. The hysterons may interact, but a permittivity that differs between their two states can also make $\mu$ negative while they remain independent; in that case the loop heights depend on history as well, so congruency fails too. Leakage has to be removed before the assumptions of the second derivation can be checked.

The mixed derivative can be computed from any smooth family of curves, whether or not either set of assumptions holds. Congruency is a check that first-order curves from one saturation do not provide: it requires minor loops with different histories, for example after positive and after negative saturation.

### A failure: a dielectric layer in series

Let a ferroelectric of thickness $t_f$ be in series with a linear dielectric of thickness $t_d$ and relative permittivity $\varepsilon_d$. A thin floating metal film without net charge separates them and keeps the interface at one potential, so all hysterons see the same internal field. (Without the metal, domains much wider than the layers would feel mainly their own polarization, and the hysterons could remain independent with shifted thresholds.) Define the applied field as $E=V/t_f$. The charge density $P$, background included, is the displacement common to both layers, so the field in the dielectric is $P/(\varepsilon_0\varepsilon_d)$. From $V=e\,t_f+t_dP/(\varepsilon_0\varepsilon_d)$ the ferroelectric sees

$$
e=E-NP,\qquad N=\frac{t_d}{t_f\,\varepsilon_0\varepsilon_d}.
$$

Every hysteron now feels the polarization of all the others. Let $F(r,e)$ be the intrinsic reversal curves in the internal fields, which obey (1), and $D(r)=F(r,r)$. The applied fields are $E=e+NF(r,e)$ and $R=r+ND(r)$. At fixed $r$, $\partial E/\partial e=1+NF_e$, hence

$$
\frac{\partial P}{\partial E}=\frac{F_e}{1+NF_e}.
$$

Next vary $R$ at fixed $E$. The two relations give

$$
\frac{dr}{dR}=\frac1{1+ND'(r)},\qquad
\frac{\partial e}{\partial r}\bigg|_E=-\frac{NF_r}{1+NF_e}.
$$

The derivative of $x/(1+Nx)$ is $1/(1+Nx)^2$, and $F_{er}=-2\mu$. The apparent density, $-\tfrac12\partial^2P/\partial R\,\partial E$, is therefore

$$
\mu_{\rm app}=\frac{\mu(e,r)+\dfrac{N F_{ee}F_r}{2(1+NF_e)}}{(1+NF_e)^2\,(1+ND'(r))}. \tag{10}
$$

For $N\to0$ it reduces to $\mu$. In the denominator, $1+ND'$ and one factor $1+NF_e$ are the stretching of the two field axes. The other factor $1+NF_e$ arises because the stretching of the $E$ axis itself changes with the reversal field, through $F_{er}$. The second term in the numerator mixes in the curvature of the branches, because $e$ shifts when $R$ is varied at fixed $E$.

For $t_d/t_f=0.02$ and $\varepsilon_d=20$, $N=0.01129$ MV/cm per $\mu\mathrm{C/cm^2}$. At the density maximum $F_e=34.57$ $\mu\mathrm{C/cm^2}$ per MV/cm, of which $31.92$ is switching. This counts half of the Gaussian line $\alpha=1.10$, the half with $\beta>-0.90$. The descending branch at $r=-0.90$ collects a full line, which has equal weight in this model, so $D'=2.66+2(31.92)=66.5$. The denominator is $(1.390)^2(1.751)=3.38$, and the denominator alone would reduce 53.05 to 15.7. Differentiating the self-consistently solved curves gives 14.53, as does (10). The remaining 7 % is the curvature term, which is negative at this point.

The point also moves, from internal fields $(-0.90,\,1.10)$ to applied fields $(-0.927,\,1.266)$ MV/cm. In this model, a layer of 2 % of the film thickness has lowered the apparent density there by a factor of 3.7. The numbers illustrate (10) and do not describe a real layer: at $P=P_s$ the field in the dielectric would be $P_s/(\varepsilon_0\varepsilon_d)=11.3$ MV/cm, above the breakdown field of typical oxides with this permittivity. A real layer would leak, and charge would collect at the interface.

The loops reveal the fault. Between the same applied limits as before, the smooth density gives a height of 10.61 $\mu\mathrm{C/cm^2}$ after positive saturation and 9.84 after negative saturation, a difference of 7 % of the larger value. (The output lists 10.71 and 9.87 because the hysterons on the program's lattice share switching fields and flip in groups, which limits the accuracy of the self-consistent solution to a few tenths of a $\mu\mathrm{C/cm^2}$.) The two histories leave different polarizations, so the same applied limits correspond to different internal ones.

If $N$ is known, the remedy is to convert each reading to $e=E-NP$ and each reversal point to $r=R-ND$, and to differentiate with respect to these fields. Equation (1), with its one-half, then applies again. The values computed by the program are in the numerical output below. The two smooth-density loop heights with the layer come from solving $e=E-NP$ with the intrinsic curves; the other values follow by the arithmetic shown.

## Computed values

```
switchable saturation polarization P_s = 20.0 uC/cm^2
coercive field: mean 1.00, width 0.20 MV/cm
bias field: mean 0.10, width 0.15 MV/cm
background relative permittivity = 30
background slope = 2.6563 uC/cm^2 per MV/cm
number of hysterons = 158840
number of reversal curves = 62, field step = 0.10 MV/cm
density maximum at alpha = 1.10, beta = -0.90 MV/cm
P(Er=-0.95, E=1.05 MV/cm) = 11.0918 uC/cm^2
P(Er=-0.95, E=1.15 MV/cm) = 15.0508 uC/cm^2
P(Er=-0.85, E=1.05 MV/cm) = 14.7852 uC/cm^2
P(Er=-0.85, E=1.15 MV/cm) = 17.6983 uC/cm^2
four-corner difference = -1.0459 uC/cm^2
weight in cell (minus half of it) = 0.5230 uC/cm^2
exact weight in cell = 0.5229 uC/cm^2
mu from four corners = 52.30 uC/cm^2/(MV/cm)^2
mu exact at maximum = 53.05 uC/cm^2/(MV/cm)^2
mu exact at maximum, SI = 5.305e-17 C/V^2
relative deviation of cell average = -1.43 %
predicted leading deviation = -1.45 %
rho = 2 mu at maximum (per dEc dEb) = 106.10 uC/cm^2/(MV/cm)^2
largest cell error over whole map = 3.4e-05 uC/cm^2
total weight with the half = 20.0000 uC/cm^2
total weight without the half = 40.0000 uC/cm^2
recovered coercive mean, width = 1.0000, 0.2010 MV/cm
recovered bias mean, width = 0.1000, 0.1514 MV/cm
descending four-corner difference = 1.0459 uC/cm^2
slope dP/dE at maximum = 34.572 uC/cm^2 per MV/cm
current at 1.0 MV/cm per ms = 34.572 mA/cm^2
minor loop limits = -0.75, 1.15 MV/cm
loop height from reversal curve = 12.8474 uC/cm^2
loop height after negative saturation = 12.8474 uC/cm^2
loop height after second reversal = 12.8474 uC/cm^2
loop height from triangle integral = 12.8469 uC/cm^2
layer: thickness ratio 0.02, permittivity 20
layer coefficient N = 0.01129 MV/cm per uC/cm^2
layer: loop height after positive saturation = 10.710 uC/cm^2
layer: loop height after negative saturation = 9.867 uC/cm^2
layer: applied Er, E for density maximum = -0.927, 1.266 MV/cm
layer: apparent mu there, from curves = 14.53 uC/cm^2/(MV/cm)^2
layer: apparent mu there, from formula = 14.53 uC/cm^2/(MV/cm)^2
```
